\section*{Critical size and barrier of a film-spanning rectangular nucleus}

\section*{The problem}

A ferroelectric film of thickness $d$ lies between two electrodes. Its polarization has magnitude $P$, points along the film normal and is initially uniform. A voltage produces a field of magnitude $E>0$ in the film, directed against this polarization. Switching begins when a small column of reversed polarization appears and grows.

The column is a rectangular block reaching from one electrode to the other, with length $a$ along $x$ and width $b$ along $y$ in the film plane. In an anisotropic crystal its sidewalls need not cost the same. A wall whose normal is along $x$ costs $\sigma_x$ per unit area, and a wall whose normal is along $y$ costs $\sigma_y$, both positive.

The model is a continuum one. The walls are sharp, vertical and independent of field. The electrodes screen the polarization charge completely, and neither the end faces nor the vertical edges carry an energy of their own. The column forms in a perfect region, away from edges and defects. Part (h) estimates what several of these assumptions are worth.

\section*{(a) Energy of the nucleus}

\textbf{Question.} Find the energy $U(a,b)$ of the film with the column, relative to the film without it, at fixed voltage.

\textbf{Solution.} A polarization $\mathbf P$ in a field $\mathbf E$ has energy density $-\mathbf P\cdot\mathbf E$. Before reversal the two vectors are antiparallel and the density is $+PE$; afterwards they are parallel and it is $-PE$. The linear dielectric response also contributes, but it is taken to be equal for the two orientations and cancels in the difference. The column has volume $abd$, so
\begin{equation}
U_{\rm field}=abd\,[(-PE)-(+PE)]=-2PEd\,ab .
\end{equation}
The factor 2 arises because the polarization changes by $2P$, from $-P$ to $+P$.

The two faces with normal along $x$ have sides $b$ and $d$, and hence area $bd$ each. The two faces with normal along $y$ have area $ad$ each. Their total cost is $2\sigma_x bd+2\sigma_y ad$, and
\begin{equation}
U(a,b)=-2PEd\,ab+2d(\sigma_x b+\sigma_y a). \label{U}
\end{equation}
Each wall energy multiplies the dimension perpendicular to its own label. Since the walls are vertical, the polarization runs parallel to them and they carry no bound charge. Every term is proportional to $d$, so the thickness scales the energy without affecting the critical shape.

\section*{(b) The stationary point}

\textbf{Question.} Find the dimensions at which $U$ is stationary, the energy there, and the character of the point.

\textbf{Solution.} Differentiating (\ref{U}) with respect to each dimension gives
\begin{align}
\frac{\partial U}{\partial a}&=-2PEd\,b+2d\sigma_y=2d(\sigma_y-PEb),\label{da}\\
\frac{\partial U}{\partial b}&=-2PEd\,a+2d\sigma_x=2d(\sigma_x-PEa).
\end{align}
The first derivative vanishes at a particular width and the second at a particular length:
\begin{equation}
a^*=\frac{\sigma_x}{PE},\qquad b^*=\frac{\sigma_y}{PE},\qquad \frac{a^*}{b^*}=\frac{\sigma_x}{\sigma_y}. \label{size}
\end{equation}
The nucleus is long in the direction normal to its expensive walls, which keeps those walls small in area.

At this point the two contributions to the energy are
\begin{align}
-2PEd\,a^*b^*&=-\frac{2d\sigma_x\sigma_y}{PE},\\
2d(\sigma_xb^*+\sigma_ya^*)&=2d\left(\frac{\sigma_x\sigma_y}{PE}+\frac{\sigma_y\sigma_x}{PE}\right)=\frac{4d\sigma_x\sigma_y}{PE}.
\end{align}
The field has repaid half of the wall cost, and the sum is
\begin{equation}
U^*=\frac{2d\,\sigma_x\sigma_y}{PE}. \label{barrier}
\end{equation}
At fixed thickness and polarization, this energy is proportional to the product of the two wall energies divided by the field.

The second derivatives are $\partial^2U/\partial a^2=\partial^2U/\partial b^2=0$ and $\partial^2U/\partial a\,\partial b=-2PEd$. The matrix of second derivatives therefore has eigenvalues $-2PEd$, for $a$ and $b$ changing equally, and $+2PEd$, for opposite changes. One is negative and one positive, so the point is a saddle.

\section*{(c) Is the saddle energy really the barrier?}

\textbf{Question.} A saddle found from derivatives is a local result. Show whether some other sequence of rectangles could lead to a growing domain at a lower maximum energy.

\textbf{Solution.} Insert $\sigma_x=PEa^*$ and $\sigma_y=PEb^*$ into (\ref{U}) and complete the product:
\begin{align}
U&=-2PEd\,(ab-a^*b-b^*a)\nonumber\\
&=-2PEd\,[(a-a^*)(b-b^*)-a^*b^*]\nonumber\\
&=U^*-2PEd\,(a-a^*)(b-b^*), \label{factor}
\end{align}
where $2PEd\,a^*b^*=U^*$ was used in the last line.

The energy lies below $U^*$ when the two brackets have the same sign. Either both dimensions are smaller than critical, as for the unswitched film at $a=b=0$, or both are larger, as for a domain that can grow without limit. A continuous path from the first region to the second must at some moment have $a=a^*$ or $b=b^*$. On either line the product vanishes and $U=U^*$. Hence no continuous path has a maximum below $U^*$.

The bound is reached. Along $a=ta^*$, $b=tb^*$, equation (\ref{factor}) gives
\begin{equation}
U=U^*[1-(1-t)^2],
\end{equation}
which rises from zero at $t=0$ to $U^*$ at $t=1$ and then falls. Within the family of film-spanning rectangles, $U^*$ is therefore the barrier. Other cross-sections can lie lower. The rectangle is the best shape if a wall whose normal makes an angle $\theta$ with $x$ costs at least $\sigma_x|\cos\theta|+\sigma_y|\sin\theta|$. If it costs $(\sigma_x^2\cos^2\theta+\sigma_y^2\sin^2\theta)^{1/2}$, the best shape is an ellipse and the barrier is $\pi U^*/4$; if it costs the larger of $\sigma_x|\cos\theta|$ and $\sigma_y|\sin\theta|$, the best shape is a rhombus and the barrier is $U^*/2$. The product law is kept, but the prefactor depends on the energy of oblique walls.

Equation (\ref{da}) describes the force on one pair of walls. If $b<b^*$, then $\partial U/\partial a>0$ whatever the length, so a narrow stripe lowers its energy by becoming shorter. If also $a>a^*$, then $\partial U/\partial b<0$, and the stripe lowers its energy by becoming wider as well. Whether it vanishes or grows then depends on how fast the two pairs of walls move, which the energy alone does not tell.

\section*{(d) Why the product appears}

\textbf{Question.} Obtain the barrier again by first choosing the best shape at fixed area $A=ab$. Compare it with the barrier of a nucleus forced to be square.

\textbf{Solution.} With $b=A/a$ the field term is fixed, and only the wall term depends on shape:
\begin{equation}
W=2d\left(\frac{\sigma_xA}{a}+\sigma_ya\right).
\end{equation}
Setting $dW/da=2d(-\sigma_xA/a^2+\sigma_y)=0$ gives $a^2=A\sigma_x/\sigma_y$. This is a minimum, because $W$ diverges both for $a\to0$ and for $a\to\infty$. The two terms in the bracket are then equal, each being $\sqrt{\sigma_x\sigma_yA}$, and
\begin{equation}
U_{\min}(A)=-2PEdA+4d\sqrt{\sigma_x\sigma_yA}. \label{UA}
\end{equation}
A nucleus of optimal shape thus behaves like a square one with a single wall energy $\sqrt{\sigma_x\sigma_y}$, the geometric mean. With $s=\sqrt A$, the maximum of (\ref{UA}) follows from $-4PEd\,s+4d\sqrt{\sigma_x\sigma_y}=0$, so $s=\sqrt{\sigma_x\sigma_y}/(PE)$. The energy there is $(-2+4)\,d\sigma_x\sigma_y/(PE)$, which is (\ref{barrier}) again.

For a square of side $s$, (\ref{U}) becomes $-2PEd\,s^2+2d(\sigma_x+\sigma_y)s$. Its maximum is at $s=(\sigma_x+\sigma_y)/(2PE)$, with
\begin{equation}
U_{\rm sq}=\frac{d(\sigma_x+\sigma_y)^2}{2PE},\qquad
\frac{U_{\rm sq}}{U^*}=\frac{(\sigma_x+\sigma_y)^2}{4\sigma_x\sigma_y}
=1+\frac{(\sigma_x-\sigma_y)^2}{4\sigma_x\sigma_y}.
\end{equation}
The constraint costs nothing when the wall energies are equal. When one is much smaller than the other, the free rectangle has a far lower barrier: as $\sigma_y\to0$ at fixed $\sigma_x$, $U^*$ tends to zero while $U_{\rm sq}$ stays finite. This limit cannot be followed all the way in a crystal, because $b^*$ also tends to zero and soon falls below a lattice cell.

\section*{(e) A nucleus at an edge or corner}

\textbf{Question.} Suppose that one sidewall, or two adjacent sidewalls, lie on an inert boundary, whose energy is the same for both polarization directions. How does the barrier change?

\textbf{Solution.} A face on the inert boundary adds no energy. Let $S_x$ be the sum of the energies per area of the faces normal to $x$, and $S_y$ the same for $y$. In the interior $S_x=2\sigma_x$ and $S_y=2\sigma_y$. In general
\begin{equation}
U=-2PEd\,ab+d(S_xb+S_ya).
\end{equation}
The derivatives vanish at $a=S_x/(2PE)$ and $b=S_y/(2PE)$. The field term is then $-dS_xS_y/(2PE)$ and the wall term $+dS_xS_y/(PE)$, so
\begin{equation}
U_S^*=\frac{d\,S_xS_y}{2PE}.
\end{equation}
Removing one face halves one of the sums and gives $U^*/2$. Removing two adjacent faces, at an inert corner, gives $U^*/4$. The product law is unchanged, but the prefactor depends on where the nucleus forms.

\section*{(f) Field, thickness and temperature}

\textbf{Question.} Find the field dependence of a thermally activated nucleation rate, and the effect of thickness at fixed field and at fixed voltage.

\textbf{Solution.} Let each of $N$ equivalent sites attempt nucleation at frequency $\nu$. The total rate is
\begin{equation}
R=\nu N e^{-U^*/k_BT}=\nu N e^{-E_a/E},\qquad
E_a=\frac{2d\,\sigma_x\sigma_y}{Pk_BT}. \label{rate}
\end{equation}
This has the form of Merz's law, with an activation field $E_a$. The exponent varies as $1/E$ because the critical area $a^*b^*$ varies as $1/E^2$, while the field energy per area varies as $E$.

At fixed field, polarization and wall energies, the barrier is proportional to $d$. At fixed voltage $V$ across the film, $E=V/d$ and
\begin{equation}
U^*=\frac{2d^2\sigma_x\sigma_y}{PV},
\end{equation}
so halving the thickness divides the barrier by four. This holds if $P$ and the wall energies do not change with thickness, the nucleus still spans the film and the screening is complete. With the screening length $\lambda$ and permittivity $\varepsilon$ of part (h), the applied field is $V/(d+2\lambda\varepsilon)$, which alone reduces the factor to 3.8 between 10 and 5 nm, and a depolarizing field that depends on thickness is added.

\section*{(g) Numbers for a hafnia capacitor}

\textbf{Question.} Take $d=10$ nm, $P=50\ \mu$C/cm$^2$, $E=1.2$ MV/cm, $\sigma_x=100$ mJ/m$^2$, $\sigma_y=50$ mJ/m$^2$ and $T=300$ K, as rough values for hafnium--zirconium oxide. Find the critical nucleus, and decide whether it can form during a $1\ \mu$s pulse in a capacitor of area $1\ \mu$m$^2$. Use $\nu=10^{13}$ s$^{-1}$ and one site per square cell of side $c=0.5$ nm.

\textbf{Solution.} In eV and nm, $PE=0.3745$ eV/nm$^3$, $\sigma_x=0.6242$ eV/nm$^2$ and $\sigma_y=0.3121$ eV/nm$^2$. Then
\begin{align}
a^*&=\frac{0.6242}{0.3745}=1.67\ {\rm nm},\qquad
b^*=\frac{0.3121}{0.3745}=0.83\ {\rm nm},\\
U^*&=\frac{2(10)(0.6242)(0.3121)}{0.3745}=10.4\ {\rm eV}=1.67\times10^{-18}\ {\rm J}.
\end{align}
The walls cost 20.8 eV and the field returns 10.4 eV. A square nucleus would need $9/8$ of the barrier, or 11.7 eV.

With $k_BT=0.02585$ eV, $U^*/k_BT=402$ and $E_a=402.4\times1.2=483$ MV/cm. The number of sites is $N=10^6/0.25=4\times10^6$. The mean waiting time $1/R$ has the decimal logarithm, in seconds,
\begin{equation}
\frac{402.4}{\ln10}-\log_{10}(4\times10^{19})\simeq155 .
\end{equation}
Such a number means that the process does not occur. For one expected event in a pulse of length $t_p$, $Rt_p=1$ requires
\begin{equation}
U_{\rm allowed}=k_BT\ln(\nu Nt_p)=0.02585\,\ln(4\times10^{13})=0.81\ {\rm eV}.
\end{equation}
The ideal barrier is about thirteen times too high. The attempt frequency hardly matters here: a factor of ten in $\nu$ moves the allowed barrier by $k_BT\ln10\simeq0.06$ eV.

\section*{(h) What the model leaves out}

\textbf{Question.} For the same numbers, estimate the effect of the lattice, imperfect screening, finite wall width, columns that stop inside the film, a higher temperature and a field near breakdown. Does the conclusion of (g) survive?

\textbf{Solution.} \emph{Lattice steps.} Let $a$ and $b$ be multiples of $c$, changing by one cell at a time. Neither critical dimension is such a multiple, so the path must visit a rectangle with one dimension above critical and the other below. The cheapest is $a=1.5$ nm, $b=1.0$ nm. By (\ref{factor}) it lies above $U^*$ by $2(0.3745)(10)(0.167)(0.167)=0.21$ eV, which raises the barrier to 10.6 eV, a change of 2\%.

\emph{Imperfect screening.} Let the potential drop in each electrode be $\lambda D/\varepsilon_0$, where $D$ is the displacement and $\lambda$ an effective screening length. Consider the uniformly polarized film at zero voltage, with fields counted positive along its polarization. Then $D=P+\varepsilon_0\varepsilon E_f$ and $E_fd+2\lambda D/\varepsilon_0=0$. Eliminating $D$ gives
\begin{equation}
E_f=-\frac{2\lambda P}{\varepsilon_0(d+2\lambda\varepsilon)} .
\end{equation}
The minus sign shows that this field opposes the initial polarization, so it helps reversal. For rough values $\lambda=0.01$ nm and $\varepsilon=30$ its magnitude is 1.07 MV/cm, nearly as large as the applied field. Adding it in full, with the applied part of the field in the film kept at 1.2 MV/cm, and ignoring the response of the screening charge to the nucleus itself, lowers the barrier to 5.5 eV. The critical width becomes 0.44 nm, slightly less than a cell, so this is an estimate at the margin of the continuum model. It is also a low estimate, because the reversed column changes the screening charge at its own ends, and this response costs energy. For a domain much wider than $\lambda\varepsilon=0.3$ nm the cost cancels most of the help, and in the limit all of it: by symmetry, the fully reversed film has the same energy at zero voltage as the initial one. The critical column is already wider than this length. An in-plane Fourier component $P_k$ of the polarization costs $\lambda|P_k|^2/\{\varepsilon_0[1+\lambda\varepsilon k\coth(kd/2)]\}$, and integrating this over the rectangle shows that about 40\% of the help is cancelled for a column of $0.88\times0.44$ nm. With this response included, the barrier is about 7.1 eV, at $1.26\times0.60$ nm. The lower figure of 5.5 eV is kept below as the cautious one.

\emph{Vertical edges.} A wall of width $w$ has energy density $\sigma/w$. Where two walls meet, a square of side $w/2$ may be counted once too often or left out. With the mean wall energy $\bar\sigma=(\sigma_x+\sigma_y)/2$, this suggests an uncertainty of order $\bar\sigma w/4$ per length of edge. It is not a bound, since the actual value depends on the polarization profile near the edge. Four edges of length $d$ give $\bar\sigma wd=2.3$ eV for $w=0.5$ nm. The sign is not determined by this argument. If it is negative and is combined with the depolarizing field, about 3.2 eV remains.

\emph{Columns that stop inside the film.} An internal end face carries bound charge of density $2P$, in total $2Pa^*b^*=8.7$ elementary charges. The Coulomb energy of this charge, spread uniformly over the rectangle in a medium with $\varepsilon=30$, is 4.4 eV; the average inverse distance was integrated numerically, and image charges in the electrodes were ignored. The image charges reduce this energy, most strongly for an end close to an electrode. The end face is therefore a penalty whose size depends on its position, and it does not prove that every partial column is a worse starting point. Spanning the film remains an assumption of the result.

\emph{Temperature and breakdown.} At 358 K, or 85$^\circ$C, the allowed barrier rises to 0.97 eV if nothing else changes. At a rough breakdown field of 4 MV/cm, (\ref{barrier}) gives 3.1 eV, but $b^*=0.25$ nm is then half a cell. The edge uncertainty is comparable with what is left of the barrier, so the model supports no firm conclusion there.

At 1.2 MV/cm and for rectangular columns the conclusion survives these rough estimates: 3.2 eV is still well above 0.81 or 0.97 eV. The other cross-sections of part (c) would lower the starting value from 10.4 eV to 8.2 or 5.2 eV, and this is not included in the 3.2 eV. This value is not a lower bound, because the edge energy is known only in order of magnitude and the critical width, 0.44 nm, is then smaller than the assumed wall width. With complete screening and sharp walls, the model gives no microsecond switching by film-spanning nucleation in a perfect region for the chosen wall energies. A screening length several times larger would lower the barrier until the edge uncertainty is comparable with it, and the estimate would then decide nothing.

\emph{Comparison with real capacitors.} Hafnium--zirconium oxide memory films are typically about 10 nm thick and switch at fields of order 1 MV/cm, with pulses of a microsecond or less. The chosen $P$ is meant for a crystal polarized along the field; the remanent polarization of polycrystalline films is often nearer $20\ \mu$C/cm$^2$. The wall energies are also uncertain, since they depend on the type of wall. To reach 0.81 eV from 10.4 eV at the same field, their product would have to fall by a factor of 13. If both fell equally, by 3.6, the critical width would be about 0.23 nm, again below a cell.

Real films do not satisfy the assumption of a perfect region, since they contain grain boundaries, defects and electrode edges. By part (e), an inert edge lowers the barrier from 10.4 to 5.2 eV and an inert corner to 2.6 eV. With the full depolarizing field the corner value becomes $5.5/4\simeq1.4$ eV. One vertical edge of the column remains inside the film, and its uncertain energy of about 0.6 eV could lower the total to about 0.8 eV. The allowed value must be recomputed, because $N$ now counts only such corners: at 300 K, $k_BT\ln(\nu Nt_p)$ is 0.42 eV for $N=1$ and 0.65 eV for $N=10^4$. The continuum total lies above these values, but the edge energy is known only in order of magnitude, and the response of the screening charge, which raises the barrier, has been left out. For a boundary that carries no normal flux, the response changes 1.4 eV to $7.1/4\simeq1.8$ eV and 0.8 eV to about 1.2 eV. The comparison therefore does not decide whether such a corner switches. The critical width at the corner is also smaller than a cell (the column measures $0.83\times0.42$ nm without the depolarizing field and $0.44\times0.22$ nm with it in full), so this does not predict a rate. Whether nucleation starts at such places remains an open question here, to be settled by an atomistic calculation of the site concerned.
